# Coupled-perturbed Hartree-Fock equations and the second-order energy

**Q.** You say that a small perturbation changes Hartree-Fock orbitals through a linear equation. But the Fock operator depends on the orbitals. What exactly is being perturbed, and what is held fixed?

**A.** The Hamiltonian is perturbed. I add \(\lambda\sum h_1(\text{electron})\), where \(h_1\) is a real, symmetric, spin-free, static one-electron operator. The state is a closed-shell Hartree-Fock determinant with real orbitals, and the atomic-orbital basis does not depend on \(\lambda\). I use Hartree atomic units.

Let \(i,j\) label doubly occupied orbitals, \(a,b\) empty ones and \(p,q\) any. Orbital \(p\) has coefficient column \(C_p\), and \(S\) is the overlap matrix. With \(P=2\sum_i C_iC_i^T\), the electronic energy is

\[
E=\mathrm{Tr}\,P(h+\lambda h_1)+\tfrac12\mathrm{Tr}\,P\,G[P],\qquad G[P]=J[P]-\tfrac12K[P],
\]
\[
J[P]_{\mu\nu}=\sum_{\rho\sigma}P_{\rho\sigma}(\mu\nu|\rho\sigma),\qquad
K[P]_{\mu\nu}=\sum_{\rho\sigma}P_{\rho\sigma}(\mu\rho|\sigma\nu).
\]

In \((pq|rs)\) the first pair of functions belongs to electron 1 and the second pair to electron 2. The Fock matrix is \(F=h+\lambda h_1+G[P]\).

**Q.** What condition do the orbitals satisfy at each \(\lambda\)?

**A.** The energy is stationary. Since \(G\) is linear and \(\mathrm{Tr}\,P\,G[Q]=\mathrm{Tr}\,Q\,G[P]\), both factors of \(P\) in the two-electron term contribute equally to a variation. The factor \(\tfrac12\) cancels and \(\delta E=\mathrm{Tr}\,F\,\delta P\).

Mix empty orbitals into occupied ones, \(\delta C_i=\sum_a C_a\kappa_{ai}\). Then

\[
\delta P=2\sum_{ai}\kappa_{ai}(C_aC_i^T+C_iC_a^T),\qquad
\delta E=4\sum_{ai}\kappa_{ai}F_{ai},
\]

with \(F_{ai}=C_a^TFC_i\). One factor 2 is spin; the other comes from the two equal terms in \(\delta P\). As \(\kappa\) is arbitrary, \(F_{ai}=0\) for the orbitals belonging to that \(\lambda\).

**Q.** An occupied orbital could also mix with other occupied orbitals. Why should I ignore that?

**A.** Write the derivative at \(\lambda=0\) as \(C_p'=\sum_q C_qU_{qp}\). Differentiating \(C^TSC=1\) with \(S\) fixed gives

\[
U^T+U=0 .
\]

The occupied-occupied part then contributes to \(P'\)

\[
2\sum_{ij}U_{ji}(C_jC_i^T+C_iC_j^T)=2\sum_{ij}(U_{ji}+U_{ij})C_jC_i^T=0,
\]

where the labels were exchanged in the second term. These rotations change neither the density matrix nor the energy, so I set them to zero. What remains is

\[
P'=2\sum_{ai}U_{ai}(C_aC_i^T+C_iC_a^T). \tag{1}
\]

The fixed basis matters here. If the basis functions moved with \(\lambda\), orthonormality would read \(U^T+U+C^TS'C=0\), and derivatives of the integrals would enter as well. The equations below would then be incomplete.

**Q.** Now differentiate the stationarity condition. Surely the orbitals in \(C_a^TFC_i=0\) change too, not just \(F\)?

**A.** They do, and all three factors must be differentiated. Choose unperturbed canonical orbitals, for which \(F_{pq}=\varepsilon_p\delta_{pq}\) at \(\lambda=0\). Then

\[
0=\sum_pU_{pa}F_{pi}+F'_{ai}+\sum_pF_{ap}U_{pi}
=\varepsilon_iU_{ia}+F'_{ai}+\varepsilon_aU_{ai}.
\]

Here \(F'_{ai}=C_a^TF'C_i\) uses the unperturbed orbitals. With \(U_{ia}=-U_{ai}\),

\[
(\varepsilon_a-\varepsilon_i)U_{ai}+F'_{ai}=0. \tag{2}
\]

**Q.** That looks like ordinary first-order perturbation theory, with \(F'\) as the perturbation. Why not put \(F'=h_1\) and stop?

**A.** Because the electrons that have moved change the mean field: \(F'=h_1+G[P']\). Insert (1). For the Coulomb part, the two terms of \(P'\) give equal integrals:

\[
J[P']_{ai}=2\sum_{bj}U_{bj}\{(ai|bj)+(ai|jb)\}=4\sum_{bj}(ai|bj)U_{bj}.
\]

For exchange they give different ones:

\[
-\tfrac12K[P']_{ai}=-\sum_{bj}\{(ab|ji)+(aj|bi)\}U_{bj}.
\]

For real orbitals \((ab|ji)=(ab|ij)\). Equation (2) becomes

\[
(\varepsilon_a-\varepsilon_i)U_{ai}+\sum_{bj}\{4(ai|bj)-(ab|ij)-(aj|bi)\}U_{bj}=-h_{1,ai}. \tag{3}
\]

Each \(U_{ai}\) is now coupled, through the induced field, to every \(U_{bj}\) for which the bracket is nonzero; in a symmetric molecule many of these brackets vanish. Define

\[
A_{ai,bj}=\delta_{ab}\delta_{ij}(\varepsilon_a-\varepsilon_i)+2(ai|bj)-(ab|ij),
\]
\[
B_{ai,bj}=2(ai|bj)-(aj|bi).
\]

Treating the pair \(ai\) as one index, (3) is

\[
(A+B)U=-h_1. \tag{4}
\]

On the right, \(h_1\) means the vector of elements \(h_{1,ai}\).

**Q.** You have split one matrix into two and then added them again. Is the split more than notation?

**A.** It separates real from imaginary orbital changes. Let the orbitals be rotated by \(\exp(tX)\), with \(X_{ai}=\kappa_{ai}\), \(X_{ia}=-\kappa_{ai}^*\) and the other blocks zero. To second order,

\[
C_i(t)=C_i+t\sum_aC_a\kappa_{ai}-\frac{t^2}{2}\sum_{aj}C_j\kappa_{aj}^*\kappa_{ai}.
\]

Since \(\kappa\) may be complex, the transpose in the density matrix must now be a conjugate transpose, \(P(t)=2\sum_iC_i(t)C_i(t)^\dagger\); for real orbitals nothing changes. Write \(P(t)=P+tP_1+t^2P_2+\dots\). At \(\lambda=0\), the \(t^2\) coefficient of the energy is \(\mathrm{Tr}\,FP_2+\tfrac12\mathrm{Tr}\,P_1G[P_1]\). Since \(F\) is diagonal, its first part needs just the diagonal elements of \(P_2\). Empty orbital \(a\) gains \(2\sum_i|\kappa_{ai}|^2\) electrons and occupied orbital \(i\) loses \(2\sum_a|\kappa_{ai}|^2\), so

\[
\mathrm{Tr}\,FP_2=2\sum_{ai}(\varepsilon_a-\varepsilon_i)|\kappa_{ai}|^2 .
\]

For real \(\kappa\), \(P_1\) has the form (1), and \(\tfrac12\mathrm{Tr}\,P_1G[P_1]=2\sum_{ai}\kappa_{ai}G[P_1]_{ai}\). The bracket in (3) supplies \(G[P_1]_{ai}\), and the total is \(2\kappa^T(A+B)\kappa\).

Now replace \(\kappa\) by \(i\kappa\), where the prefactor \(i\) is the imaginary unit and \(\kappa\) is real. Then

\[
P_1=2i\sum_{ai}\kappa_{ai}(C_aC_i^T-C_iC_a^T)
\]

is antisymmetric. Its Coulomb terms cancel, and the exchange terms enter with opposite signs:

\[
G[P_1]_{ai}=-i\sum_{bj}\{(ab|ij)-(aj|bi)\}\kappa_{bj}.
\]

Because \(G[P_1]\) is also antisymmetric,

\[
\tfrac12\mathrm{Tr}\,P_1G[P_1]=-2i\sum_{ai}\kappa_{ai}G[P_1]_{ai}
=-2\sum_{ai,bj}\kappa_{ai}\{(ab|ij)-(aj|bi)\}\kappa_{bj}.
\]

Together with the orbital-energy part this is \(2\kappa^T(A-B)\kappa\). The second derivatives with respect to \(t\) are therefore

\[
4\kappa^T(A+B)\kappa\ \text{(real)},\qquad 4\kappa^T(A-B)\kappa\ \text{(imaginary)}. \tag{5}
\]

A real symmetric \(h_1\) has zero trace with an antisymmetric density change, so it does not drive the imaginary part. Nor do the two parts mix at this order, since \(G\) maps symmetric matrices to symmetric ones and antisymmetric to antisymmetric. The real perturbation thus meets the stiffness \(A+B\).

**Q.** When does (4) fail to have a solution?

**A.** When \(A+B\) is singular, unless \(h_1\) happens to be orthogonal to its null vectors; even then \(U\) is not unique. I assume \(A+B\) is nonsingular, which also ensures a smooth solution branch near \(\lambda=0\). The condition concerns the whole matrix and not the orbital-energy gaps alone. Degeneracy among the occupied orbitals does no harm, because (4) contains no occupied-occupied energy denominator.

**Q.** Suppose I have \(U\). The second-order energy should need second-order orbitals as well, shouldn't it?

**A.** Differentiate the energy along the solution:

\[
\frac{dE}{d\lambda}=\mathrm{Tr}\,Ph_1+\mathrm{Tr}\,F\frac{dP}{d\lambda}=\mathrm{Tr}\,Ph_1 .
\]

The second term vanishes because \(F_{ai}=0\) at every \(\lambda\) on the branch. I may therefore differentiate once more, and since \(h_1\) is a fixed matrix, just \(P\) changes. Using (1) at \(\lambda=0\),

\[
\frac{d^2E}{d\lambda^2}=\mathrm{Tr}\,P'h_1=4\sum_{ai}U_{ai}h_{1,ai}.
\]

With the convention \(E=E_0+\lambda E_1+\lambda^2E_2+\dots\), \(E_2\) is half the second derivative:

\[
E_2=2\sum_{ai}U_{ai}h_{1,ai}=-2\,h_1^T(A+B)^{-1}h_1. \tag{6}
\]

The remaining factor 2 is the spin sum.

**Q.** The first derivative was \(\mathrm{Tr}\,Ph_1\), so I would expect the energy gained to be \(\mathrm{Tr}\,P'h_1=4U^Th_1\). Where has half of it gone?

**A.** It has been spent on deforming the orbitals. Take a determinant rotated by \(\lambda\kappa\), with \(\kappa\) real. The \(\lambda^2\) coefficient of its energy is

\[
L(\kappa)=4h_1^T\kappa+2\kappa^T(A+B)\kappa .
\]

The first term is the interaction of \(h_1\) with the density change; the second comes from (5). Setting the derivative to zero gives \(4h_1+4(A+B)\kappa=0\), hence \(\kappa=U\). Substitution gives

\[
L(U)=4h_1^TU-2U^Th_1=2h_1^TU=E_2 .
\]

If \(A+B\) is positive definite, the unperturbed state is a local minimum with respect to real closed-shell rotations, and (6) gives \(E_2\le0\). If \(A+B\) has a negative eigenvalue, that sign is not guaranteed. If an eigenvalue approaches zero while its eigenvector overlaps with \(h_1\), \(E_2\) diverges: the orbitals offer vanishing resistance in that direction.

This also answers your question about second-order orbitals. Let the relaxed rotation be \(\lambda U+\lambda^2W+\dots\). Stopping at \(\lambda U\) leaves an error \(-\lambda^2W\) about a stationary point. The energy error relative to the relaxed Hartree-Fock state at the same \(\lambda\) is half the curvature in (5) times \(\lambda^4\), or \(2\lambda^4W^T(A+B)W\) to leading order. It cannot affect \(E_2\).

**Q.** Show me a case where I can do the arithmetic.

**A.** Take H₂ in the STO-3G basis at a bond length of 1.40 bohr, with a uniform field of strength \(\lambda\) along the bond. An electron has charge \(-1\), so its energy in the field is \(+\lambda z\) and \(h_1=z\). The energy of the fixed nuclei is linear in \(\lambda\) and does not affect the second derivative.

There is one occupied and one empty orbital. With \(J=(aa|ii)\) and \(K=(ai|ai)\), now plain numbers, (3) gives

\[
A+B=\varepsilon_a-\varepsilon_i+4K-J-K=\varepsilon_a-\varepsilon_i+3K-J .
\]

The computed values are \(\varepsilon_a-\varepsilon_i=1.2485\), \(J=0.6636\) and \(K=0.1813\) hartree, so

\[
A+B=1.2485+3(0.1813)-0.6636=1.1288\ \text{hartree}.
\]

Unrounded input gives 1.12868. The orbital signs are chosen so that \(z_{ai}=0.93102\) bohr is positive. Then, in atomic units,

\[
U_{ai}=-\frac{0.93102}{1.12868}=-0.8249,\qquad
E_2=2(-0.8249)(0.9310)=-1.536 .
\]

The polarizability is \(\alpha=-d^2E/d\lambda^2=-2E_2\), so \(\alpha_{zz}=3.072\) bohr³, or 0.455 Å³. The negative \(U_{ai}\) means that the electrons shift towards \(-z\), as negative charges should in a field along \(+z\).

**Q.** That used your formula throughout. What does Hartree-Fock itself say if the field is simply switched on?

**A.** Converged calculations in the field give electronic energies of \(-1.83100003935\) hartree at zero field, \(-1.83102461433\) at \(f=0.004\) a.u. and \(-1.83109833702\) at \(2f\). The changes from zero field are

\[
\Delta_1=-2.457498\times10^{-5},\qquad
\Delta_2=-9.829767\times10^{-5}\ \text{hartree}.
\]

The coordinate \(z\) is measured from the bond midpoint, so by the mirror symmetry of H₂ the electronic energy is even in the field: \(\Delta(f)=\tfrac12E''f^2+cf^4+\dots\). In \(16\Delta_1-\Delta_2\) the quartic terms cancel and the quadratic ones leave \(8E''f^2-2E''f^2=6E''f^2\). Therefore

\[
E''\approx\frac{16\Delta_1-\Delta_2}{6f^2}
=\frac{-2.94902\times10^{-4}}{9.6\times10^{-5}}=-3.072 ,
\]

and \(\alpha_{zz}=3.072\) bohr³ again, without use of \(A\), \(B\) or \(U\).

**Q.** How much would I lose by ignoring the induced field after all?

**A.** The uncoupled approximation \(U_{ai}=-h_{1,ai}/(\varepsilon_a-\varepsilon_i)\) gives \(\alpha_{zz}=2.777\) bohr³ here, about 10% below the coupled value. The direction of the error can be read off. The induced Coulomb field adds \(4K=0.725\) hartree to the stiffness, while exchange removes \(J+K=0.845\) hartree. The net change is negative, so coupling makes this molecule softer. Equation (3) does not fix that sign in general.

**Q.** With one unknown, the matrix algebra was never put to work. Does it survive a larger molecule?

**A.** For water in the 6-31G basis there are 5 occupied and 8 empty orbitals, hence 40 unknowns. The geometry is a chosen one, with O–H distances of 1.81 bohr and an angle of 104.4°. The molecule lies in the \(yz\) plane with its symmetry axis along \(z\). Polarizabilities in bohr³ are:

| Direction | Coupled | Energy differences | Uncoupled |
|---|---:|---:|---:|
| \(x\) | 1.394 | 1.394 | 0.984 |
| \(y\) | 6.649 | 6.649 | 4.809 |
| \(z\) | 4.420 | 4.420 | 3.296 |

The lowest eigenvalue of \(A+B\) is 0.360 hartree, so the condition for \(E_2\le0\) holds. The mean coupled polarizability is 4.154 bohr³, or 0.616 Å³. Agreement between the middle columns shows that (4) and (6) give the derivative of this Hartree-Fock energy. It does not show that the value is close to experiment: electron correlation and nuclear motion are absent, and the basis is small. For instance, it contains just two functions that are odd in \(x\), which leaves little freedom for a response out of the plane.

The error argument can be tested here too. I rotate the orbitals by \(\lambda U\) for a field along \(z\), and average the energy error over the two field directions. It is \(6.69\times10^{-8}\) hartree at 0.010 a.u. and \(4.18\times10^{-9}\) hartree at 0.005 a.u. The ratio is 16.0, as the \(\lambda^4\) law requires.

**Q.** Every example is an electric field. Perhaps something special to fields is helping you.

**A.** Take \(h_1=-1/r\) about the oxygen nucleus instead. This strengthens that nucleus's attraction for the electrons, as if its charge had grown by \(\lambda\). The first-order energy is \(E_1=\mathrm{Tr}\,Ph_1=-23.433\) hartree. Equation (6) gives \(E_2=-0.8589\) hartree, and energies converged at finite \(\lambda\) give the same two values to the digits shown. The numerical check also compares \(P'\), \(F'\) and both curvatures in (5) with finite differences.

## Calculated quantities

```
H2, RHF/STO-3G, field along the bond (z)
bond length = 1.40 bohr
total energy, no field = -1.116714 hartree
e_i = -0.578203 hartree
e_a = 0.670268 hartree
e_a - e_i = 1.248471 hartree
J = (aa|ii) = 0.663564 hartree
K = (ai|ai) = 0.181258 hartree
A = 0.947423 hartree
B = 0.181258 hartree
A+B = 1.128680 hartree
z_ai = 0.931019 bohr
U_ai = -0.824874 per a.u. of field
E2 = -1.535948 a.u.
alpha_zz, coupled = 3.071896 bohr^3
alpha_zz, coupled = 0.4552 angstrom^3
alpha_zz, SCF energy differences = 3.071896 bohr^3
alpha_zz, uncoupled = 2.777148 bohr^3
field step = 0.004 a.u.
electronic energy, field 0 = -1.83100003935 hartree
electronic energy, 1 step = -1.83102461433 hartree
electronic energy, 2 steps = -1.83109833702 hartree
Water, RHF/6-31G, O at origin, H at (0, +-y, z)
y = 1.43 bohr, z = 1.11 bohr
O-H distance = 1.8102 bohr
H-O-H angle = 104.36 degrees
total energy = -75.983926 hartree
occupied = 5, empty = 8
number of unknowns U_ai = 40
lowest eigenvalue of A+B = 0.359850 hartree
alpha_xx, coupled = 1.39386 bohr^3
  SCF energy differences = 1.39386 bohr^3
  uncoupled = 0.98392 bohr^3
alpha_yy, coupled = 6.64925 bohr^3
  SCF energy differences = 6.64925 bohr^3
  uncoupled = 4.80859 bohr^3
alpha_zz, coupled = 4.42027 bohr^3
  SCF energy differences = 4.42027 bohr^3
  uncoupled = 3.29639 bohr^3
mean alpha, coupled = 4.15446 bohr^3
mean alpha, coupled = 0.6156 angstrom^3
energy error, z field 0.010 a.u. = 6.691e-08 hartree
energy error, z field 0.005 a.u. = 4.182e-09 hartree
error ratio on halving the field = 16.000
Water, perturbation -1/r about oxygen, lam dimensionless
E1 = Tr(P h1) = -23.433392 hartree
E1, SCF energy differences = -23.433392 hartree
E2 = 2 U.h1 = -0.858897 hartree
E2, SCF energy differences = -0.858897 hartree
```
